# Kaptein's net-effect sign rule from S-T0 mixing and diffusive re-encounters, part 2

Two radicals, a and b, separate in a liquid, diffuse, and may meet again. They can react only as a singlet. Radical a carries a nucleus of spin 1/2 with states \(m=\pm\tfrac12\), and the question is which state the product favours.

In atomic units (\(\hbar=1\), \(\mu_B=\tfrac12\)), \(\beta=\mu_BB\) for field \(B\), \(\Delta g=g_a-g_b\) is the difference of the g-values, and \(\Delta=\beta\,\Delta g\). \(A\) is the isotropic hyperfine energy in \(A\,\mathbf I\cdot\mathbf S_a\). For a positive magnetogyric ratio, \(m=+\tfrac12\) is the lower nuclear level.

Exchange is zero between contacts. If \(|A|\ll g_a\beta\) and \(A^2/(4g_a\beta)\ll|\Delta|\), \(m\) is conserved and only the singlet \(S\) and triplet \(T_0\) mix, not \(T_\pm\). They interchange in time \(t\) with probability \(\sin^2(Qt)\), where the mixing energy \(Q\) is

\[
Q_\pm=\tfrac12\left(\Delta\pm\tfrac A2\right),\qquad Q_+^2-Q_-^2=\tfrac12\Delta A .
\]

After an unreactive contact at distance \(d\), the pair restarts at \(r_0=d+\sigma\) with relative diffusion coefficient \(D\). The density \(f(t)\) of first-return times falls as \(t^{-3/2}\) at late times. Its transform \(G(r_0,s)=\int_0^\infty e^{-st}f\,dt\) is

\[
G(r_0,s)=p\,e^{-\sigma\sqrt{s/D}},\qquad p=\frac d{r_0},
\]

where \(p\) is the return probability. The probability \(F\) of returning with \(S\) and \(T_0\) interchanged is

\[
F=\tfrac12\big[p-\operatorname{Re}G(r_0,2i|Q|)\big]=\frac p2\left(1-e^{-x}\cos x\right),\qquad x=\sigma\sqrt{|Q|/D}.
\]

For small \(x\),

\[
F\simeq\frac{p\sigma}2\sqrt{\frac{|Q|}D}.
\]

The example has \(\beta=4\times10^{-4}\) eV, \(\Delta g=10^{-3}\), \(g_b=2\), \(A=2\times10^{-7}\) eV, \(\hbar D=10^{-4}\) eV Å\(^2\), \(d=6\) Å and \(r_0=8\) Å. Hence \(\Delta=4\times10^{-7}\) eV, \(\sigma=2\) Å, \(p=0.75\) and \(Q_\pm=2.5\times10^{-7},\ 1.5\times10^{-7}\) eV. Then \(x_+=0.100\), \(x_-=0.0775\), \(F_+=0.03738\) and \(F_-=0.02899\); the leading square-root terms are \(0.0375\) and \(0.02905\).

### The sign after one return, and its range

The derivative of \(F\) is

\[
\frac{dF}{dx}=\frac p2e^{-x}(\cos x+\sin x)=\frac p{\sqrt2}\,e^{-x}\cos\!\left(x-\frac\pi4\right).
\]

It is positive for \(0\le x<3\pi/4\). If both \(x_+\) and \(x_-\) lie in this range, the faster-mixing nuclear state has the larger \(F\), and

\[
\operatorname{sgn}(F_+-F_-)=\operatorname{sgn}(Q_+^2-Q_-^2)=\operatorname{sgn}(\Delta g)\operatorname{sgn}(A).
\]

Just beyond \(3\pi/4\), \(F\) falls as \(|Q|\) rises, because of the oscillation of \(\sin^2(Qt)\). The sign can then reverse. For the present distances the border is

\[
|Q|=D\left(\frac{3\pi}{4\sigma}\right)^2=1.39\times10^{-4}\ \text{eV},
\]

more than 500 times the larger mixing energy of the example.

In the square-root regime, with \(\Delta,A>0\), the difference \(F_+-F_-\) is proportional to \(\sqrt{|Q_+|}-\sqrt{|Q_-|}\). Its two limits are

\[
\sqrt{|Q_+|}-\sqrt{|Q_-|}\simeq
\begin{cases}
\Delta/\sqrt A, & \Delta\ll A,\\[2pt]
A/(2\sqrt{2\Delta}), & \Delta\gg A.
\end{cases}
\]

In the first case \(|Q_\pm|=A/4\pm\Delta/2\), and in the second \(|Q_\pm|=\Delta/2\pm A/4\); each line follows from \(\delta\sqrt Q=\delta Q/(2\sqrt Q)\). The difference rises linearly with field at first and later falls as \(B^{-1/2}\), provided the field is strong enough throughout for S-T0 mixing alone and for \(A^2/(4g_a\beta)\ll|\Delta|\). Between these limits it peaks at \(\Delta=A/2\), where \(Q_-=0\). Below that point \(|Q_+|\) grows and \(|Q_-|\) shrinks. Above it both grow at the same rate, and the smaller one has the steeper root.

## Part II. Repeated encounters, precursors and products

### Symbols and results carried over

The field enters through \(\beta=\mu_BB\), and \(\Delta=\beta\Delta g\) with \(\Delta g=g_a-g_b\). The nucleus, with hyperfine energy \(A\), is on radical a. Its states \(m=\pm\tfrac12\) have mixing energies \(Q_\pm=\tfrac12(\Delta\pm A/2)\), with \(Q_+^2-Q_-^2=\Delta A/2\). A pair leaving contact starts at \(r_0=d+\sigma\) and returns to \(d\) with probability \(p=d/r_0\). It returns with \(S\) and \(T_0\) interchanged with probability

\[
F=\frac p2(1-e^{-x}\cos x),\qquad x=\sigma\sqrt{|Q|/D},
\]

which rises with \(|Q|\) for \(x<3\pi/4\) and is close to \((p\sigma/2)\sqrt{|Q|/D}\) for small \(x\). In the example \(p=0.75\), \(F_+=0.03738\) and \(F_-=0.02899\).

### Summing all re-encounters

A pair that meets again need not react. Let a singlet react with probability \(\lambda\) per contact, with \(0<\lambda\le1\), and survive with probability \(\kappa=1-\lambda\). Triplets do not react. Each contact is assumed to destroy the phase relation between \(S\) and \(T_0\), as a strong exchange interaction of varying duration would. Only the two populations then pass from one excursion to the next. The pair returns in its old state with probability

\[
q=p-F .
\]

Let \(s\) and \(t\) be the expected total numbers of arrivals at contact in \(S\) and in \(T_0\). For a pair that first leaves contact in \(T_0\), the total departures are \(\kappa s\) in \(S\) and \(1+t\) in \(T_0\). Therefore

\[
s=q\kappa s+F(1+t),\qquad t=F\kappa s+q(1+t).
\]

The second equation gives \(t(1-q)=\kappa Fs+q\), so \(1+t=(1+\kappa Fs)/(1-q)\). Inserting this in the first and multiplying by \(1-q\),

\[
s(1-\kappa q)(1-q)=F+\kappa F^2s,\qquad s=\frac F{\mathcal N},
\]

with \(\mathcal N=(1-q)(1-\kappa q)-\kappa F^2\). Since \(q^2-F^2=(q-F)(q+F)=p(p-2F)\),

\[
\begin{aligned}
\mathcal N&=1-(1+\kappa)(p-F)+\kappa p(p-2F)\\
&=(1-p)(1-\kappa p)+(1+\kappa-2\kappa p)F .
\end{aligned}
\]

Write this as \(\mathcal N=a+cF\), where

\[
a=(1-p)(1-\kappa p),\qquad c=1+\kappa-2\kappa p=\lambda+2\kappa(1-p).
\]

Both are positive. The reaction yield for a \(T_0\) start is \(\lambda s\):

\[
Y_T=\frac{\lambda F}{a+cF}.
\]

For a pair that first leaves contact in \(S\), the departures are \(1+\kappa s\) in \(S\) and \(t\) in \(T_0\):

\[
s=q(1+\kappa s)+Ft,\qquad t=F(1+\kappa s)+qt .
\]

The second equation gives \(t=F(1+\kappa s)/(1-q)\). Insert it in the first and multiply by \(1-q\):

\[
s(1-q)=(1+\kappa s)(q-q^2+F^2).
\]

Collecting the terms in \(s\) reproduces \(\mathcal N\) on the left. On the right, \(q-(q^2-F^2)=p-F-p(p-2F)\). Thus

\[
Y_S=\lambda\,\frac{p(1-p)-(1-2p)F}{a+cF}.
\]

**Limit without mixing.** At \(F=0\), \(Y_T=0\), as it must be, and \(Y_S=\lambda p/(1-\kappa p)\). The latter is the sum \(\lambda p\,[1+\kappa p+(\kappa p)^2+\dots]\) over successive returns of a singlet.

**Limit of weak mixing.** When \(x\ll1\) and also \(cF\ll a\),

\[
Y_T\simeq\frac{\lambda}{1-\kappa p}\,\frac F{1-p}
\simeq\frac{\lambda}{1-\kappa p}\,\frac d2\sqrt{\frac{|Q|}D}.
\]

The last step uses \(1-p=\sigma/r_0\) and \(F\simeq(d\sigma/2r_0)\sqrt{|Q|/D}\), so the step \(\sigma\) cancels in \(F/(1-p)\). The first factor is the chance that a singlet at contact eventually reacts if no further mixing occurs. The square root therefore survives repeated encounters.

At \(|Q|=10^{-10}\) eV the explicit sum over re-encounters gives \(2.391\times10^{-3}\), against \(2.400\times10^{-3}\) from this law. The expected relative deficit is \(cF/a\). With \(\lambda=0.5\), \(a=0.25\times0.625=0.156\) and \(c=1.5-0.75=0.75\); since \(F\simeq7.5\times10^{-4}\), the deficit is \(0.36\%\), as found.

At the mixing energies of the main example the condition is less well met. For \(m=+\tfrac12\), \(cF/a=0.75\times0.0374/0.156=0.18\). The square-root law gives \(0.8\times3\times0.05=0.12\), while the full yield is \(0.101\). The square root is still accurate for \(F\) itself; the departure comes from repeated conversion and reaction.

### The precursor fixes \(\mu\)

For a \(T_0\) start, differentiation gives

\[
\frac{dY_T}{dF}=\frac{\lambda a}{(a+cF)^2}>0 .
\]

More mixing produces more reactive singlets. For a singlet start, use the fraction that finally escapes, \(E_S=1-Y_S\). Its numerator is

\[
a+cF-\lambda p(1-p)+\lambda(1-2p)F .
\]

The terms without \(F\) are \((1-p)(1-\kappa p-\lambda p)=(1-p)^2\), because \(\kappa+\lambda=1\). The coefficient of \(F\) is \(1+\kappa+\lambda-2p(\kappa+\lambda)=2(1-p)\). Hence

\[
E_S=(1-p)\,\frac{1-p+2F}{a+cF}.
\]

The derivative of the fraction has the numerator

\[
2a-c(1-p)=(1-p)\big[2-2\kappa p-1-\kappa+2\kappa p\big]=\lambda(1-p),
\]

so that

\[
\frac{dY_S}{dF}=-\frac{dE_S}{dF}=-\frac{\lambda(1-p)^2}{(a+cF)^2}<0 .
\]

Mixing takes singlets away from reaction.

Radicals that meet by free diffusion have random spins. At their first contact \(S\), \(T_0\), \(T_+\) and \(T_-\) are equally likely. Count per pair in the \(S,T_0\) space, where each state has weight \(\tfrac12\). The first contact yields \(\lambda/2\) and sends out \(\kappa/2\) in \(S\) and \(\tfrac12\) in \(T_0\). The total yield is

\[
\begin{aligned}
C_f&=\frac\lambda2+\frac\kappa2Y_S+\frac12Y_T\\
&=\frac\lambda2\,\frac{a+cF+\kappa p(1-p)-\kappa(1-2p)F+F}{a+cF}.
\end{aligned}
\]

Here \(a+\kappa p(1-p)=1-p\), and the coefficient of \(F\) is \(c-\kappa+2\kappa p+1=2\). Therefore

\[
C_f=\frac\lambda2\,\frac{1-p+2F}{a+cF},\qquad
\frac{dC_f}{dF}=\frac{\lambda^2(1-p)}{2(a+cF)^2}>0 .
\]

Free pairs behave like a triplet precursor because reaction at contact, from the first one on, removes singlets and leaves an excess of \(T_0\).

Define \(\mu=+1\) for triplet precursors and free pairs, and \(\mu=-1\) for singlet precursors. Within the range where \(F\) rises with \(|Q|\), the cage product, formed by reaction of the pair, obeys

\[
\operatorname{sgn}(Y_+-Y_-)=\mu\,\operatorname{sgn}(\Delta g)\operatorname{sgn}(A).
\]

### The product fixes \(\epsilon\)

Both nuclear states are equally populated at birth, and \(m\) is conserved. For each \(m\), whatever does not enter the cage product escapes. Thus \(E_+-E_-=-(Y_+-Y_-)\). Set \(\epsilon=+1\) for cage and \(\epsilon=-1\) for escape products.

The process sorts nuclear spins between two products and creates no overall polarisation. If both routes ended in the same molecule with the same resonance, and no nuclear relaxation intervened, the two contributions would cancel.

A spectrum compares the lower and upper nuclear levels. For a positive magnetogyric ratio \(m=+\tfrac12\) is the lower one, so its excess gives absorption and its deficit gives emission. The rule is

\[
\Gamma=\mu\,\epsilon\,\operatorname{sgn}(\Delta g)\operatorname{sgn}(A),
\]

with absorption for \(\Gamma=+1\) and emission for \(\Gamma=-1\). For a negative magnetogyric ratio \(m=+\tfrac12\) is the upper level. If \(A\) still denotes the actual signed coefficient of \(\mathbf I\cdot\mathbf S_a\), the assignment of absorption and emission is then reversed.

### The worked example

With \(\lambda=0.5\), the yields of pairs starting in \(T_0\) are \(Y_{T+}=0.1014\) and \(Y_{T-}=0.0814\). The polarisation of the cage product is

\[
P=\frac{Y_{T+}-Y_{T-}}{Y_{T+}+Y_{T-}}=\frac{0.0200}{0.1829}=0.109 .
\]

Here \(\Delta g\), \(A\), \(\mu\) and \(\epsilon\) are all positive, so this is absorption. The leading square-root terms alone would give \((0.03750-0.02905)/(0.03750+0.02905)=0.127\). Saturation of the yield lowers the value. The size, though not the sign, depends on how contact is modelled. If the \(S\)-\(T_0\) coherence is only multiplied by \(\sqrt\kappa\) at each contact instead of being destroyed, the value is \(0.114\). An exchange interaction that extends beyond contact lowers it. For \(\lambda=1\) the present model gives \(0.112\). Continuous diffusion with a singlet-triplet splitting \(2J\), \(J=10^{-2}\,\text{eV}\times e^{-(r-d)/r_x}\), gives \(0.10\) for \(r_x=0.5\) Å and \(0.09\) for \(r_x=1\) Å.

The triplet precursor is taken to populate \(T_+\), \(T_0\) and \(T_-\) equally. The outer two do not mix in this model and go unpolarised into the escape product. They leave the cage polarisation unchanged but dilute that of the escape product to \(-0.0034\).

For pairs that leave their birth contact as singlets, \(Y_{S+}=0.5594\) and \(Y_{S-}=0.5674\). The cage polarisation is \(-0.0071\) and the escape polarisation \(+0.0092\). The cage value is small because most of this yield comes from singlets that never mixed. Product formed at the birth contact itself would dilute it further.

Free pairs give \(+0.0092\) in the cage product, equal to the escape value for singlet birth. The equality follows from the formulas: \(C_f\) and \(E_S\) are proportional to the same function \((1-p+2F)/(a+cF)\), and the constant factor cancels in a polarisation. Their own escape product has \(-0.0026\), diluted by \(T_\pm\).

The numerical output also records a test of the rule for all four sign combinations of \(\Delta g\) and \(A\), the three precursors and the two products. All 24 cases agree.

For scale, a proton in this field has the Zeeman splitting \(1.217\times10^{-6}\) eV. At \(k_BT=0.025\) eV its thermal polarisation is

\[
\tanh\frac{1.217\times10^{-6}}{2\times0.025}=2.43\times10^{-5}.
\]

The triplet cage polarisation is about 4500 times larger. This ratio applies to newly formed product, before nuclear relaxation and before mixing with unpolarised material.

### A short radical lifetime removes the square root

Suppose a radical is removed at a rate \(k\), independent of spin, into an escape product. The first-return density is multiplied by \(e^{-kt}\), which shifts \(s\) by \(k\) in its transform:

\[
F_k=\frac p2\left[e^{-\sigma\sqrt{k/D}}-\operatorname{Re}e^{-\sigma\sqrt{(k+2iQ)/D}}\right].
\]

For \(\sigma\sqrt{k/D}\ll1\) and \(|Q|\ll k\), expand the exponentials to first order and use \(\operatorname{Re}\sqrt{1+iy}\simeq1+y^2/8\) with \(y=2Q/k\):

\[
F_k\simeq\frac{p\sigma}2\sqrt{\frac kD}\,\frac{Q^2}{2k^2}
=\frac{p\sigma\,Q^2}{4\sqrt D\,k^{3/2}} .
\]

Removal cuts off the late returns that produced the root. This needs \(|Q|\ll k\). For \(|Q|\gg k\) and \(x\ll1\), \(\operatorname{Re}\sqrt{k+2iQ}\simeq\sqrt{|Q|}\), so \(F_k\simeq(p\sigma/2)\big(\sqrt{|Q|/D}-\sqrt{k/D}\big)\) and the root remains. For \(k=10^{-7}\) eV and mixing energies of \(1\) and \(2\times10^{-9}\) eV, numerical integration gives the power \(1.9995\).

The sign survives, since \(F_k\) still rises with \(|Q|\) here. The sums over encounters keep their form with \(p\) replaced by the smaller return probability \(pe^{-\sigma\sqrt{k/D}}\). The difference \(F_{k+}-F_{k-}\) is now proportional to \(Q_+^2-Q_-^2=\Delta A/2\), hence linear in both field and hyperfine energy.

### Other nuclei can reverse the sign

Let radical a carry further nuclei of spin 1/2 with hyperfine energies \(A_k\), so that each \(m_k=\pm\tfrac12\). In a configuration \(\{m_k\}\),

\[
Q_\pm=\tfrac12\left(\Delta+h\pm\tfrac A2\right),\qquad h=\sum_kA_km_k .
\]

The net polarisation of the observed nucleus is a sum over configurations. Within one configuration the sign is set by \((\Delta+h)A\). If

\[
|\Delta|>\tfrac12\sum_k|A_k| ,
\]

then \(\Delta+h\) has the sign of \(\Delta\) in every configuration. The rule then holds, provided all \(x\) stay below \(3\pi/4\). Nuclei on radical b enter \(h\) with the opposite sign, which does not alter this condition.

Now take one other nucleus, with \(H=|A_2|/2\), and suppose \(|\Delta|+|A|/2<H\). Put \(z=\Delta\pm A/2\). The two configurations \(h=\pm H\) have \(|Q|=\tfrac12(H+z)\) and \(\tfrac12(H-z)\), so for a triplet precursor the summed yield is

\[
R(z)=Y_T\!\left(\tfrac{H+z}2\right)+Y_T\!\left(\tfrac{H-z}2\right),
\]

where \(Y_T\) is regarded as a function of \(|Q|\). This function is concave for \(x<3\pi/4\). Since \(dx/d|Q|=\sigma^2/(2Dx)\), the slope \(dF/d|Q|\) is proportional to \(e^{-x}(\cos x+\sin x)/x\). The numerator is positive and has the derivative \(-2e^{-x}\sin x<0\), while the denominator grows, so the slope falls. In addition, \(dY_T/dF\) is positive and falls with \(F\).

For \(z>0\) the first term of \(R\) therefore rises more slowly than the second falls, and \(R\) decreases. As \(R\) is even in \(z\), the nuclear state with the larger \(|\Delta\pm A/2|\) has the smaller yield. The sign is opposite to the rule. The same holds for the other precursors, because \((1-p+2F)/(a+cF)\) also rises with a falling slope.

With \(A_2=5\times10^{-7}\) eV, \(H=2.5\times10^{-7}\) eV. At \(\Delta g=10^{-4}\), \(|\Delta|+|A|/2=1.4\times10^{-7}\) eV, which is less than \(H\), and the triplet cage polarisation is \(-0.021\). At \(\Delta g=10^{-3}\), \(\Delta=4\times10^{-7}\) eV exceeds \(H\), and the polarisation is \(+0.159\). The reversal rests on the concavity of \(F\), hence on long-lived radicals. When removal makes the yield proportional to \(Q^2\), the terms in \(h\) cancel between the two configurations and the rule is restored. At \(\Delta g=10^{-4}\), a removal rate \(k=3\times10^{-7}\) eV (a lifetime of about 2 ns) already turns the polarisation to \(+0.047\).

The sign rule thus rests on the order of two mixing rates, and the square root on late returns. A short lifetime can remove the root and leave the sign intact, while a strongly coupled second nucleus can reverse the sign when the radicals live long enough for the root to hold.

## Values computed for the example and the checks

```
Bohr magneton times field: 4.0e-04 eV
delta g: 1.0e-03 (no unit)
delta g Zeeman difference: 4.00e-07 eV
hyperfine energy A: 2.0e-07 eV
hbar times diffusion coefficient: 1.0e-04 eV angstrom^2
contact distance d: 6.0 angstrom; start r0: 8.0 angstrom
singlet reaction probability per contact: 0.50
thermal energy kT: 0.025 eV
return probability p: 0.7500; from grid: 0.7500
largest error of sin^2 law against full spin dynamics: 2.3e-04
m=+1/2: mixing energy Q: 2.500e-07 eV = 3.798e+08 rad/s
m=+1/2: x: 0.10000 (no unit)
m=+1/2: F formula: 0.037381; time integral: 0.037381; grid: 0.037381
m=+1/2: F leading square-root term: 0.037500
m=+1/2: repeated-encounter yield, T0 start: 0.10142; S start: 0.55943
m=-1/2: mixing energy Q: 1.500e-07 eV = 2.279e+08 rad/s
m=-1/2: x: 0.07746 (no unit)
m=-1/2: F formula: 0.028991; time integral: 0.028991; grid: 0.028991
m=-1/2: F leading square-root term: 0.029047
m=-1/2: repeated-encounter yield, T0 start: 0.08144; S start: 0.56742
power of Q in F, long-lived radicals: 0.5000
power of Q in F, decay energy 1.0e-07 eV: 1.9995
Q values used for these powers start at: 1.0e-09 eV
weak mixing Q=1.0e-10 eV: yield sum 2.3914e-03, square-root law 2.4000e-03
triplet: polarisation of cage +0.10927, of escape -0.00344
singlet: polarisation of cage -0.00709, of escape +0.00915
free pair: polarisation of cage +0.00915, of escape -0.00256
sign-rule cases computed and agreeing: 24
proton Zeeman splitting: 1.2168e-06 eV
thermal proton polarisation: 2.434e-05
triplet cage polarisation over thermal: 4490
mixing energy at which F stops rising: 1.388e-04 eV
second nucleus hyperfine energy: 5.0e-07 eV
two nuclei, delta g 1.0e-04: triplet cage polarisation -0.02056
two nuclei, delta g 1.0e-03: triplet cage polarisation +0.15946
```
